Does the Mixing Parameter Matter in Anderson and Pulay Mixing?

**Question**

I solve mean-field equations by mixing densities. With plain mixing, x_new = x + β[g(x) − x], the choice of β decides whether the loop converges. I then switched on Anderson mixing (Pulay mixing of densities) and was told that β no longer matters, because the least-squares step finds the best combination of the stored densities whatever β was. Is that right? Does it depend on how many old densities I keep, or on the problem being nonlinear? I would like a derivation, and a test on something concrete such as a Hubbard chain.

**Answer**

The claim is true of one particular quantity under four conditions: the residual is affine, the whole history is kept, the Krylov process described below does not stagnate, and the arithmetic is exact. A nonlinear self-consistent calculation in floating point violates at least the first and the last. The third condition is what makes that quantity the GMRES iterate; an example below shows a stagnating run that is also free of β but, in exact arithmetic, never converges.

**The algorithm**

Let g map an input density x to an output density. The residual is

f(x) = g(x) − x,

and we want f(x) = 0. At step k, Anderson mixing of depth m holds the last m + 1 iterates, or all of them while k ≤ m. With f_j = f(x_j), it chooses weights α_j of unit sum that minimize ‖Σ α_j f_j‖ in the Euclidean norm, and forms

x̄_k = Σ α_j x_j,  f̄_k = Σ α_j f_j,

x_{k+1} = x̄_k + β f̄_k.

I take β real, nonzero and constant. The averaged iterate x̄_k must be kept apart from the raw iterate x_k, at which g is evaluated.

**Affine residual, full history**

Near a solution the residual is approximately affine,

f(x) = b − A x,

where −A is the Jacobian of f. Because the weights sum to one, f(x̄_k) = b Σα_j − A Σα_j x_j = Σα_j f_j = f̄_k. Inserting the update gives

f_{k+1} = b − A x̄_k − βA f̄_k = (I − βA) f̄_k.  (1)

Write r = f_0 and define the Krylov space K_k = span{r, Ar, …, A^{k−1}r}, with K_0 = {0}. The GMRES iterate of step k is the point of x_0 + K_k with the smallest residual norm. This definition contains no β.

Assume that A has a definite symmetric part, so that v·Av ≠ 0 for every real v ≠ 0. Then A is invertible. I claim that, until the solution is found, the combinations of x_0, …, x_k with unit sum fill x_0 + K_k, and that K_k has dimension k. This holds for k = 0. Suppose it holds for k.

The least-squares step then minimizes ‖f(x)‖ over x_0 + K_k, so x̄_k is the GMRES iterate. Its residual f̄_k = r − A(x̄_k − x_0) lies in K_{k+1}, and therefore x_{k+1} lies in x_0 + K_{k+1}. It remains to show that x_{k+1} adds a new direction. At the minimum, f̄_k is orthogonal to A K_k. If f̄_k belonged to K_k, then A f̄_k would belong to A K_k, and f̄_k·A f̄_k = 0. Definiteness would force f̄_k = 0, which means that the problem is solved. Otherwise f̄_k is outside K_k, and since β ≠ 0, so is x_{k+1} − x_0. The space grows by one dimension, which is all that K_{k+1} can offer, and the induction is complete.

So x̄_k does not depend on β: changing β changes the points that span the search space, but not the space. The raw iterate x̄_k + β f̄_k still depends on β, and by (1) so does the residual that the code reports.

The definiteness condition does real work. Take A = [[0, 1], [−1, 0]], b = (1, 0) and x_0 = (0, 0). Then f_0 = (1, 0), x_1 = (β, 0) and f_1 = (1, β). The shortest vector on the line through f_0 and f_1 is f_0 itself, so x̄_1 = x_0 and x_2 = x_0 + βf_0 = x_1. In exact arithmetic the method repeats itself and never reaches the solution (0, 1), for any β. (In floating point x_2 − x_1 need not vanish exactly, and for some β a code that scales the stored differences to unit length escapes the stall through rounding.) Here x̄_k = x_0 whatever β is, so β still plays no part in the averaged iterate. What is lost is the identity with GMRES, whose step 2 searches K_2, the whole plane, and finds the solution.

**What truncation does**

In Krylov-space language, residuals are polynomials in A acting on r. A point of x_0 + K_k has residual p(A)r, where p has degree at most k and p(0) = 1. GMRES picks the best such p; call its residual norm R_k.

With depth m, nothing is lost up to step m. At step m + 1 the window is x_1, …, x_{m+1}, and x_0 has dropped out. Every remaining residual was produced by (1), so

f̄_{m+1} = (I − βA) Σ_{j=1}^{m+1} α_j f̄_{j−1}.

The sum runs over unit-sum combinations of the GMRES residuals f̄_0, …, f̄_m. These m + 1 vectors are affinely independent: otherwise (1) would make f_1, …, f_{m+1} dependent, and then also x_1, …, x_{m+1}, contrary to the induction above. They therefore span all residuals q(A)r with deg q ≤ m and q(0) = 1, and

‖f̄_{m+1}‖ = min over q of ‖(I − βA) q(A) r‖.  (2)

This is GMRES of step m + 1 with one restriction: the polynomial (1 − βz)q(z) must have a root at z = 1/β. A polynomial root near an eigenvalue of A suppresses that error component. Full-history Anderson places all its roots freely, whereas here you have placed one by choosing β.

Three consequences follow, provided that r, Ar, …, A^{m+1}r are linearly independent, so that a residual determines its polynomial.

1. ‖f̄_{m+1}‖ ≥ R_{m+1}, since (2) searches a smaller set.
2. Equality holds if and only if 1/β is a root of the GMRES polynomial. If it is, that polynomial factors as (1 − βz)q(z) and is available in (2). Conversely, equality makes the two minimizers the same, because the GMRES minimizer is unique.
3. At most m + 1 values of β can give the same f̄_{m+1}, because each needs its own root in a polynomial of degree at most m + 1. So β does matter.

Later steps collect more pinned roots. Let e_k = floor(k/(m + 1)). For k ≤ m, e_k = 0. For k ≥ m + 1, each residual f_j in the window equals (I − βA)f̄_{j−1} with j − 1 ≥ k − m − 1, so by induction it carries at least 1 + e_{k−m−1} = e_k factors of (I − βA). Unit-sum averaging preserves these factors and the value 1 at z = 0. Hence

f̄_k = (I − βA)^{e_k} q(A) r, deg q ≤ k − e_k, q(0) = 1.  (3)

If A is symmetric, let μ be the smallest |1 − βλ| over the eigenvalues λ that occur in r. Each factor shrinks a vector to no less than μ times its length, while q(A)r cannot be shorter than the GMRES residual of step k − e_k. Therefore

‖f̄_k‖ ≥ μ^{e_k} R_{k−e_k}.  (4)

When β is very small, μ is close to 1. One step in every m + 1 then contributes a root far above the spectrum, which damps almost nothing. Depth zero is the other limit: e_k = k, all roots sit at 1/β, and (3) becomes plain mixing, f_k = (I − βA)^k r.

**What nonlinearity does**

Now keep the full history but let f be nonlinear. Already the first averaged iterate changes. We have x_1 = x_0 + βf_0; define the secant vector

D(β) = [f(x_0 + βf_0) − f_0]/β.

A unit-sum average of the two points is x_0 + c f_0, with averaged residual f_0 + cD. Setting the derivative of ‖f_0 + cD‖² with respect to c to zero gives

c(β) = −f_0·D/(D·D).

For an affine residual D = −Af_0, which is free of β. In general D = D_0 + βD_1 + …, where D_0 is the Jacobian of f applied to f_0 and D_1 is half the second derivative of f along f_0. To first order in β, the numerator f_0·D is f_0·D_0 + β f_0·D_1, and the denominator is |D_0|² + 2β D_0·D_1. The quotient rule gives

c′(0) = −f_0·D_1/|D_0|² + 2(f_0·D_0)(D_0·D_1)/|D_0|⁴.  (5)

So β sets the distance over which the slope is sampled. If x_0 lies at a small distance ε from the solution, then f_0 and D_0 are of order ε and D_1 is of order ε². Both terms of (5) are then of order ε: for this first step, the affine result returns as the start approaches the solution.

**A Hubbard chain**

Take an open chain in restricted mean field, with density n_i per spin on site i and the one-electron Hamiltonian

H = −t Σ (nearest-neighbour hops) + Σ_i (v_i + U n_i)|i⟩⟨i|.

The map g fills the lowest N orbitals φ_a of H and returns Σ_a φ_a(i)². This is a test problem for mixing, not an accurate treatment of correlation.

A change δV in the site potential mixes empty orbitals v into occupied orbitals o with amplitude ⟨v|δV|o⟩/(ε_o − ε_v). Mixing among occupied orbitals leaves the density unchanged. The density response is therefore

χ_ij = 2 Σ_{o,v} φ_o(i)φ_v(i)φ_o(j)φ_v(j)/(ε_o − ε_v).

Every denominator is negative, so χ is symmetric and has no positive eigenvalue. Since δV = U δn, the Jacobian of g is Uχ, and

A = I − Uχ.

For U > 0 all eigenvalues of A are at least 1, so A is definite and GMRES cannot stagnate. A uniform potential shift moves no charge, which gives one eigenvalue equal to 1. It plays no part, because the start has the right number of electrons and r sums to zero.

The self-consistent density is also unique, so different β cannot lead to different answers. Let γ be the one-spin density matrix of a solution with density n and Hamiltonian H, and let γ′, n′ belong to another state of N electrons per spin. With h the part of H without U, the energy E = 2 Tr hγ + U Σ n_i² obeys

E′ − E = 2 Tr H(γ′ − γ) + U Σ (n′_i − n_i)²,

because n′² − n² = 2n(n′ − n) + (n′ − n)². The first term is not negative, since γ fills the lowest orbitals of H. If n′ ≠ n, then E′ > E. Were n′ also self-consistent, the same argument with the roles exchanged would give E > E′, a contradiction.

I used 20 sites, 4 electrons per spin, U = 8t and a potential rising linearly by 2t, starting from the uniform density. At the solution the orbital gap is 0.129t, and the relevant eigenvalues of A run from 1.44 to 9.15. Plain mixing of the affine problem needs |1 − βλ| < 1 for all of them, that is β < 2/9.15 ≈ 0.22.

First, the affine problem with A frozen at the solution. With full history, the averaged iterates for β = 0.2, 0.5 and 1 agree with a separately computed GMRES through step 6, to 7 × 10⁻¹⁵ of the initial error. The raw iterates x_3 for β = 0.2 and β = 1 differ by 28% of the initial error.

With depth 1, step 2 is the first truncated step. The averaged residuals, relative to ‖f_0‖, are

β = 0.02: 0.226
β = 0.2: 0.119
β = 0.5: 0.108
β = 1: 0.418

GMRES reaches 0.059. The truncated method matches it at β = 0.360 and β = 0.109, the reciprocals of the two roots of the GMRES polynomial, as (2) requires.

The bound (4) can be followed for β = 0.02, depth 1 and step 9. Here e = 4 and μ = 1 − 0.02 × 9.15 = 0.817, so μ⁴ = 0.445. The residual cannot be below 0.445 R_5, which is 1.3 × 10⁻³ of the initial one. The actual value is 1.45 × 10⁻², about eleven times the bound, while full-history GMRES has reached 9 × 10⁻⁶. The pinned roots thus guarantee a large loss, and the real loss is larger still.

Next, whole runs. The entries are the first step k at which the residual is below 10⁻⁶ of its starting value; a dash means that this did not happen within 200 steps.

Affine problem, averaged residual:

β | depth 1 | depth 2 | full
0.02 | 132 | 61 | 12
0.20 | 27 | 20 | 11
0.50 | – | 31 | 11
1.00 | – | – | 11

True nonlinear problem, raw residual:

β | depth 1 | depth 2 | full
0.02 | 165 | 152 | 40
0.20 | 40 | 21 | 17
0.50 | – | 24 | 14
1.00 | – | – | 18

In the affine table the full-history column is nearly constant, while at depth 1 the choice of β decides between 27 steps and no convergence within the limit. A good first truncated step does not guarantee a good run: of the four values, β = 0.5 gave the smallest residual at step 2 with depth 1, yet that run is among those that fail. (It is not the optimum for that step, which lies at 0.109 and 0.360.) There is no conflict with the theory: (2) describes the first truncated step only and says nothing about the later ones.

For the effect of nonlinearity, raw residuals should be compared with raw residuals. With full history the affine problem needs 13, 12, 11 and 12 steps for the four β in order, against 40, 17, 14 and 18 for the true problem. Nonlinearity does not always cost steps, however: at depth 2 and β = 0.5 the affine problem needs 33 steps by the raw residual and the true one 24.

The first secant step shows the β-dependence directly. From the uniform start, c = 0.252, 0.301 and 0.328 for β = 0.2, 0.5 and 1. Formula (5) gives c′(0) = −0.694, in agreement with a finite difference. The slope at β = 0 is negative although c rises between the listed values, so c(β) first falls and then turns; the linear term does not describe mixing parameters of ordinary size here. Close to the solution the dependence fades as predicted. Starting at 0.0002 and 0.0001 of the original distance, c(1) − c(0.2) is −5.4 × 10⁻⁵ and −2.8 × 10⁻⁵, a ratio of 1.97 where the leading order gives 2.

**Rounding**

One entry in the affine table still needs explaining: full history takes 12 steps at β = 0.02 and 11 elsewhere. In exact arithmetic the averaged residuals would be identical, so the extra step comes from finite precision. By (1), f_{k+1} = f̄_k − βA f̄_k. The first term is a combination of residuals already stored, and new information enters only through the second, which is proportional to β. With a small β this new part is small beside the stored residuals, so rounding errors weigh more on it. One symptom is that the differences of consecutive residuals become nearly dependent: at step 6, with each difference scaled to unit length, their condition number is 4.9 × 10⁸ for β = 0.02 and 61 for β = 0.5. That number belongs to this choice of basis. The differences f_{j+1} − f̄_j span the same space and stay well conditioned, yet in double precision they do not remove the extra step. The 40 steps of the nonlinear run at β = 0.02 are mostly not a rounding effect: with the same solver in extended precision the run needs nearly as many, and rounding-level changes move the count by a step or two. That entry also depends on how the least-squares problem is solved. In exact arithmetic all residuals sum to zero, so they lie in a space of 19 dimensions, and from step 20 on the full-history weights are no longer unique. In double precision the sums vanish only to rounding, so the solver may not detect the loss of rank until step 21, when there are more differences than sites. The runs here scale each stored difference to unit length and take the minimum-norm solution; with nearly dependent differences another choice can give a very different count.

**What to do with β**

For an affine residual with definite A and the full history, β drops out of the averaged iterate, apart from rounding when β is tiny. For the nonlinear problem this was shown only for the first step, as the start approaches the solution; from the uniform start the full-history runs still took 17, 14 and 18 steps for β = 0.2, 0.5 and 1, and 40 at β = 0.02, a count that also depends on the least-squares solver. If the history is short, treat β as a real parameter: for an affine residual, 1/β is a root that you place, inside or outside the spectrum of A, at least once in every m + 1 steps. When a run fails to converge, try changing the depth as well as β. In this chain at β = 0.5, going from depth 1 to depth 2 turned a run that had not converged in 200 steps into one of 24. The numerical check covers the runs quoted here and formulas (2) to (5), with the root count in (3) tested at depth 1 only. Uniqueness is checked only in that every converged run reaches the same density.

Computed values

```
sites, electrons per spin: 20 4
U = 8.0 t, potential rise = 2.0 t
density per spin, first and last site: 0.2378 0.0531
gap at solution = 0.1291 t
eigenvalues of A, charge-conserving: 1.4364 to 9.1519
affine, full: max deviation of xbar from GMRES (relative) = 6.6e-15
affine, full: raw x_3, beta 0.2 vs 1.0, relative difference = 0.2756
depth 1, step 2: |fbar|/|f0| at beta 0.02 0.2 0.5 1.0 = 0.22636 0.11910 0.10800 0.41839
  GMRES value 0.05887, reached at beta = 0.3602 0.1093
depth 2, step 3: |fbar|/|f0| at beta 0.02 0.2 0.5 1.0 = 0.05519 0.02403 0.02804 0.11471
  GMRES value 0.02156, reached at beta = 0.4191 0.2388 0.1093
depth 1, top eigenvalue, pinned roots at steps 0-5: 0.000 0.000 1.000 1.000 2.000 2.000
  same at detunings 1e-4, 1e-5, 120 digits: 0.000 0.000 1.000 1.054 2.000 2.351
  same at detunings 1e-4, 1e-5, double precision: 0.000 0.000 1.000 1.054 2.000 2.351
depth 1, beta 0.02, step 9: |fbar|/|f0|, lower bound, GMRES = 1.45e-02 1.32e-03 9.17e-06
condition number of history, step 6: beta 0.02 4.9e+08, beta 0.5 6.1e+01
SCF start: |f0| = 0.6736 electrons per spin
SCF secant coefficient c at beta 0.2 0.5 1.0 = 0.25221 0.30147 0.32842
dc/dbeta at beta = 0: formula -0.69359, measured -0.69359
c(1.0)-c(0.2) at 0.0002 and 0.0001 of start distance: -5.415e-05 -2.753e-05
step index at which residual < 1e-6 of start; none = not within 200
beta 0.02 affine averaged: depth 1, 2, full = 132, 61, 12
beta 0.02 affine raw:      depth 1, 2, full = 132, 62, 13
beta 0.02 SCF raw:         depth 1, 2, full = 165, 152, 40
beta 0.20 affine averaged: depth 1, 2, full = 27, 20, 11
beta 0.20 affine raw:      depth 1, 2, full = 27, 21, 12
beta 0.20 SCF raw:         depth 1, 2, full = 40, 21, 17
beta 0.50 affine averaged: depth 1, 2, full = none, 31, 11
beta 0.50 affine raw:      depth 1, 2, full = none, 33, 11
beta 0.50 SCF raw:         depth 1, 2, full = none, 24, 14
beta 1.00 affine averaged: depth 1, 2, full = none, none, 11
beta 1.00 affine raw:      depth 1, 2, full = none, none, 12
beta 1.00 SCF raw:         depth 1, 2, full = none, none, 18
```
